\section*{Phonon Return and the Relaxation-Time Error in Silicon and Diamond}

\section{Three waves and one collision}

Take three lattice waves with wavevectors $q_1$, $q_2$ and $q_3=q_1+q_2$, coupled by one process: phonons 1 and 2 merge into 3, or 3 splits into 1 and 2. Write the occupation of each mode as
\begin{equation}
n=n_0+n_0(n_0+1)\psi ,
\label{eq:psi}
\end{equation}
where $n_0$ is the Bose occupation and $\psi$ is small. The merging rate is proportional to $n_1n_2(n_3+1)$ and the splitting rate to $(n_1+1)(n_2+1)n_3$. Their ratio is a product of factors $n/(n+1)$ and one inverse factor. Since $\delta\ln[n/(n+1)]=\delta n/[n_0(n_0+1)]=\psi$, and the ratio is 1 in equilibrium, it becomes $1+\psi_1+\psi_2-\psi_3$ to first order. With $w$ the common equilibrium rate, the net merging rate is
\begin{equation}
w(\psi_1+\psi_2-\psi_3)=w\,u\cdot\psi ,\qquad u=(1,1,-1).
\label{eq:net}
\end{equation}

A drift $\psi_i\propto q_i$ makes this vanish. The collision goes on, yet it does not slow the drift. The single-mode relaxation-time approximation (RTA) perturbs one mode at a time, finds a loss $w\psi_i$ for each, and misses this.

Now add a loss $\rho\psi_i$ to each mode, with no return, and a driving vector $b$ that also measures the heat carried. The steady state obeys
\begin{equation}
\rho\psi+w\,u\,(u\cdot\psi)=b ,
\end{equation}
and the conductivity is proportional to $b\cdot\psi$. Taking the product with $u$, and using $u\cdot u=3$, gives $u\cdot\psi=u\cdot b/(\rho+3w)$. Therefore
\begin{equation}
b\cdot\psi=\frac{|b|^2}{\rho}\left[1-\frac{ws}{\rho+3w}\right],\qquad
s=\frac{(u\cdot b)^2}{|b|^2},\quad 0\le s\le 3 .
\end{equation}
The RTA gives $|b|^2/(\rho+w)$. The ratio of full to RTA conductivity is
\begin{equation}
R=\frac{\rho+w}{\rho}\left[1-\frac{ws}{\rho+3w}\right].
\label{eq:toy}
\end{equation}

Let $w=3\rho$, so that three quarters of each mode's loss conserves wavevector. If $b$ is proportional to the wavevectors, $s=0$ and $R=4$. If $b$ is parallel to $u$, $s=3$ and $R=4(1-9/10)=0.4$: the RTA now overestimates. The share of wavevector-conserving collisions is the same in both cases. What differs is how the heat current is spread over the partners.

The case $b=(1,0,0)$ is instructive. Only mode 1 carries heat, $s=1$, and $R=4(1-3/10)=2.8$. The partners contribute nothing to the current directly, but they receive the disturbance of mode 1 and hand part of it back. The shortest such return takes two steps and contributes $2[w/(\rho+w)]^2=1.125$ to $R$. Longer chains alternate in sign (three steps give $-0.84$), and at $w=3\rho$ their step-by-step sum does not converge; the closed form assigns them a net $2.8-1-1.125=0.675$.

In general $R>1$ requires $(\rho+w)[\rho+(3-s)w]>\rho(\rho+3w)$. The left side is $\rho^2+(4-s)\rho w+(3-s)w^2$. Subtracting the right side and dividing by $w$ leaves $(1-s)\rho+(3-s)w>0$, or $s<(\rho+3w)/(\rho+w)$.

\section{The same structure in a crystal}

For a temperature gradient along $x$, the Boltzmann equation balances $v_x\,\partial_xT\,\partial n_0/\partial T$ against collisions, where $v$ is the group velocity. Since $\partial n_0/\partial T=n_0(n_0+1)\hbar\omega/(k_BT^2)$, it reads
\begin{equation}
A\psi=-\frac{\partial_xT}{k_BT^2}\,b,\qquad b=\hbar\omega v_x n_0(n_0+1),
\end{equation}
with $A$ the linearised collision operator. The heat flux is $b\cdot\psi/\Omega$ for crystal volume $\Omega$, so
\begin{equation}
\kappa=\frac{b^{T}A^{-1}b}{\Omega k_BT^2}.
\label{eq:kappa}
\end{equation}

The collisions considered are those of three phonons. Label triples so that $q_1+q_2+q_3$ is zero or a reciprocal lattice vector $G$. In the process $1+2\to\bar3$, the product $\bar3$ has wavevector $-q_3$. Each displacement in the cubic energy contributes an amplitude $\sqrt{\hbar/(2N_cm\omega)}$ for $N_c$ cells and atomic mass $m$. The sum over cells supplies a factor $N_c$, and the $3!$ orderings of the modes cancel the $1/3!$ of the Taylor series. The squared matrix element is thus $\hbar^3|\Phi|^2/(8N_cm^3\omega_1\omega_2\omega_3)$ times occupations, where $\Phi$ is the third derivative of the energy per cell along the three polarisation patterns. The golden rule multiplies it by $2\pi/\hbar^2$ and a delta function of frequency:
\begin{equation}
w_{123}=\frac{\pi\hbar}{4N_cm^3}\,
\frac{|\Phi|^2}{\omega_1\omega_2\omega_3}\,
\frac{\delta_{12,3}+\delta_{13,2}+\delta_{23,1}}
{8\sinh\frac{x_1}{2}\sinh\frac{x_2}{2}\sinh\frac{x_3}{2}},
\quad x=\frac{\hbar\omega}{k_BT},
\label{eq:w}
\end{equation}
with $\delta_{12,3}=\delta(\omega_1+\omega_2-\omega_3)$. The last denominator arises because forward and reverse occupation factors are equal when energy is conserved. Each then equals their geometric mean, the product of three factors $\sqrt{n_0(n_0+1)}=1/[2\sinh(x/2)]$.

The driving term changes sign with $q$, and so does the solution: $\psi_{\bar3}=-\psi_3$. Equation (\ref{eq:net}) then contains $\psi_1+\psi_2+\psi_3$ for all three channels. Summing over ordered triples counts each one six times, so
\begin{equation}
\psi^{T}A\psi=\frac16\sum_{123}w_{123}(\psi_1+\psi_2+\psi_3)^2 .
\end{equation}
The three squares contribute equally, giving $\frac12\sum w_{123}\psi_1^2$. The six cross products contribute equally too, giving $\sum w_{123}\psi_1\psi_2$. Hence
\begin{equation}
A=D+B,\qquad B_{12}=\sum_3w_{123},\qquad D_1=\frac12\sum_2B_{12}.
\label{eq:db}
\end{equation}
$D$ is the loss from each mode and $B$ the return by its partners. The RTA drops $B$.

Fold all wavevectors into the first Brillouin zone. Normal (N) triples have $q_1+q_2+q_3=0$; umklapp (U) triples have a nonzero $G$. The division depends on this folding. For grid points exactly on a zone face the choice between equivalent wavevectors is arbitrary, which leaves the N shares below uncertain by a few hundredths. For the N part acting on a drift,
\begin{equation}
\frac12\sum_{23}w\,q_1+\sum_{23}w\,q_2
=\frac12\sum_{23}w\,(q_1+q_2+q_3)=0,
\end{equation}
where half of the second sum has been relabelled by exchanging 2 and 3. As with the three waves, N collisions leave a drift alone although they limit the life of each phonon.

\section{First and second return}

Put $M=1+g$ with $g=D^{-1/2}BD^{-1/2}$, and let $y$ be $D^{-1/2}b$ scaled to unit length. Then $\kappa/\kappa_{\rm RTA}=y^{T}M^{-1}y$. From $M^{-1}=1-gM^{-1}$, used twice,
\begin{equation}
\frac{\kappa}{\kappa_{\rm RTA}}=1-r+S,\qquad
r=y^{T}gy,\qquad S=y^{T}gM^{-1}g\,y\ge0 .
\label{eq:split}
\end{equation}
The sign of $S$ follows because $M$ is positive when collisions relax every odd disturbance. The first return $r$ counts phonons passed between heat carriers in one step and can have either sign. $S$ is the net effect of all longer chains, taken in closed form, so it is defined even where the step-by-step series diverges. The RTA underestimates when $S>r$; a negative $r$ is sufficient but not necessary. The wave triple with $s=1$ has $r=0$ and $S=1.8$.

The Cauchy--Schwarz inequality, $1=(y^{T}M^{1/2}M^{-1/2}y)^2\le(y^{T}My)(y^{T}M^{-1}y)$, also gives the lower bound $\kappa/\kappa_{\rm RTA}\ge1/(1+r)$.

\section{Silicon and diamond in one bond model}

Both crystals are given the same form of energy. A bond vector $\mathbf r$ of natural length $d$ contributes
\begin{equation}
\frac{3\alpha}{8d^2}\left[\sigma^2-\zeta\frac{\sigma^3}{d^2}\right],\qquad \sigma=r^2-d^2,
\end{equation}
and each pair of bonds at an atom contributes $(3\beta/8d^2)(\mathbf r\cdot\mathbf r'+d^2/3)^2$. This is the Keating model with a cubic bond term. Rough typical constants are $\alpha=48$, $\beta=14$ N/m for Si and $\alpha=130$, $\beta=85$ N/m for diamond, with $\zeta=2$ for both. The wavevector grid is $9\times9\times9$, and the delta functions are Gaussians of width $0.025\,\omega_{\rm opt}$, where $\omega_{\rm opt}$ is the zone-centre optical frequency. Conductivities are averaged over the three cubic axes.

At 300 K the results are
\begin{align}
\text{Si:}\quad &\kappa/\kappa_{\rm RTA}=130.9/126.8=1.03,\\
\text{diamond:}\quad &\kappa/\kappa_{\rm RTA}=2734/2214=1.23 .
\end{align}
Relative to the full solution, the RTA is low by 3\% in Si and by 19\% in diamond. Weighted by each mode's part in the RTA heat current, N collisions make up 0.62 of the loss in Si and 0.73 in diamond. The ratio of N to U loss is therefore $0.62/0.38=1.6$ against $0.73/0.27=2.7$: larger in diamond, though not overwhelmingly so.

The first return does not explain the difference. In diamond its N part is $-0.081$ and its U part $+0.083$, so $r=0.002$. Equation (\ref{eq:split}) then gives $S=1.235-1+0.002=0.237$. In Si, $r=-0.042+0.051=0.009$ and $S=0.041$. Most of the excess in diamond comes from chains of two or more steps, as for the wave triple with $b=(1,0,0)$. The near-perfect cancellation in $r$ is particular to this grid: on a $17\times17\times17$ grid $r=-0.017$, still less than a tenth of the excess.

In diamond most of $S$ needs the N return. If that return is deleted while the N loss is kept, the ratio falls from 1.23 to 0.98. Only the U part of $r$ is then left, so $S=0.981-1+0.083=0.064$ instead of 0.237. In Si the ratio falls from 1.03 to 1.00, but $S$ does not fall: it becomes $1.001-1+0.051=0.052$. There the ratio drops because the negative N part of $r$ is gone. A uniform drift is only part of the story, however. The best combination of the RTA solution and a drift proportional to $q$ guarantees a ratio of at least 1.05 in diamond. The rest of the excess requires a disturbance that is not a combination of these two shapes.

\section{Is it because diamond is cold?}

At 300 K, $k_BT/\hbar\omega_{\rm opt}$ is 0.134 in diamond and 0.381 in Si. It is tempting to blame the freezing out of the energetic partners that U collisions need. The two materials can be compared at exchanged reduced temperatures:
\begin{center}
\begin{tabular}{lccc}
 & $k_BT/\hbar\omega_{\rm opt}$ & N share & $\kappa/\kappa_{\rm RTA}$\\
Si, 300 K & 0.381 & 0.62 & 1.03\\
Si, 105 K & 0.134 & 0.64 & 0.98\\
diamond, 854 K & 0.381 & 0.70 & 1.19\\
diamond, 300 K & 0.134 & 0.73 & 1.23
\end{tabular}
\end{center}

The N share in the table is weighted by heat current, as before. Cooling raises it in both materials, but lowers the ratio in Si. The N share alone therefore does not determine the error. At fixed reduced temperature, going from Si to diamond raises the ratio by 0.16 at 0.381 and by 0.25 at 0.134. The temperature step contributes $+0.05$ with diamond bonding and $-0.05$ with Si bonding. These steps are not converged: on a $17\times17\times17$ grid they are $+0.025$ and $-0.04$, and the Si ratio at 105 K is 0.99, or 1.00 with the Gaussian width doubled. The fall of the Si ratio on cooling is a result for this model between these two temperatures and should not be carried over to real silicon.

Within this model, with the same $\zeta$ in both crystals, the bonding step can be traced to one number. Changing the mass, the bond length or the overall stiffness rescales all frequencies, velocities and collision rates by common factors. These cancel in $\kappa/\kappa_{\rm RTA}$ once $k_BT/\hbar\omega_{\rm opt}$, $\zeta$ and the relative Gaussian width are fixed. What remains is $\beta/\alpha$, which is 0.29 in Si and 0.65 in diamond. The calculation shows that this number matters, but does not identify which phonons carry its influence.

\section{How far the numbers carry}

On a $7\times7\times7$ grid the 300 K ratio is 1.28 in diamond and 1.03 in Si. Doubling the Gaussian width there gives 1.21 and 1.02; taking $\zeta=1.5$ at the original width gives 1.29 and 1.02. The ordering of the materials and the signs of both temperature steps survive these changes, but the second decimal for diamond does not. The grid also leaves out waves longer than about nine primitive cells, so absolute conductivities are indicative. On a $17\times17\times17$ grid the 300 K ratios stay at 1.03 and 1.23, while $\kappa$ rises to 140 and 2960 W/(m\,K), the N shares rise to 0.63 and 0.76, and the isotope cuts quoted below fall to 7\% and 20\%.

Real crystals add scattering that has no return. Natural isotope disorder, treated as elastic mass scattering, lowers the model's $\kappa$ by 8\% in Si, to 121 W/(m\,K), and by 22\% in diamond, to 2140 W/(m\,K). Measured room-temperature values are roughly 150 and 2000 W/(m\,K), so the magnitudes are right, but the agreement is partly fortuitous. The diamond optical frequency of 46.7 THz is too high against a real value near 40 THz. The transverse acoustic frequency at the zone-face centre X, which matters for U collisions, is 7.8 THz in Si and 29 THz in diamond, against measured values near 4.5 and 24 THz. Raising $\zeta$ to 2.4 in diamond, which brings the optical Gr\"uneisen parameter from 0.77 to 1.0, lowers $\kappa$ by 20\% and leaves the ratio at 1.23. With isotopes the diamond ratio drops to 1.11, and the RTA is then low by 10\%. Equation (\ref{eq:toy}) shows the same trend in its simplest form at $s=0$, where $R=1+w/\rho$: a larger loss without return leaves less for the RTA to miss.

Diamond films used to spread heat from chips can be polycrystalline. Grains of 1000 nm, represented by an added loss rate $|v|/(1000\ \mathrm{nm})$ and taken without isotopes, cut $\kappa$ by 47\% in diamond and 15\% in Si; the diamond ratio is then 1.20. Both cuts are underestimates within the model, because the grid lacks the long waves that grains affect most; on a $17\times17\times17$ grid they are 50.5\% and 18.5\%. In this estimate no heat current survives a grain boundary, and the grains then matter more than the choice between RTA and full solution. Larger grains, or boundaries that transmit phonons, would reduce their effect. Four-phonon collisions and the shift of frequencies with temperature are left out, and their effect on these ratios has not been estimated. The numerical output lists the remaining values.

\section*{Numbers as computed}
\begin{verbatim}
Grid 9^3, smearing/optical frequency 0.025, cubic zeta 2.0
Si: a 0.543 nm, mass 28.085 u, alpha 48 N/m, beta 14 N/m
  optical frequency 16.4 THz, Grueneisen 0.94
  sound speed [100]: LA 8.43 km/s, TA 5.85 km/s
diamond: a 0.357 nm, mass 12.011 u, alpha 130 N/m, beta 85 N/m
  optical frequency 46.7 THz, Grueneisen 0.77
  sound speed [100]: LA 17.54 km/s, TA 12.81 km/s
Event-list test (3^3 grid): full/RTA 0.95128, reduced operator 0.95128
Si at 300 K, kT/(hbar w_opt) 0.381
  kappa RTA 126.8, full 130.9 W/(m K), full/RTA 1.032
  N share: all collisions 0.546, heat-weighted 0.619
  return overlap r: N -0.042, U 0.051
  lower bounds/RTA: one trial 0.991, with drift 0.992
  N return removed: kappa/RTA 1.001; axis spread 0.0021
Si at 105 K, kT/(hbar w_opt) 0.134
  kappa RTA 798.1, full 783.1 W/(m K), full/RTA 0.981
  N share: all collisions 0.538, heat-weighted 0.642
  return overlap r: N -0.028, U 0.098
  lower bounds/RTA: one trial 0.935, with drift 0.935
  N return removed: kappa/RTA 0.976; axis spread 0.0029
diamond at 300 K, kT/(hbar w_opt) 0.134
  kappa RTA 2213.8, full 2733.5 W/(m K), full/RTA 1.235
  N share: all collisions 0.741, heat-weighted 0.729
  return overlap r: N -0.081, U 0.083
  lower bounds/RTA: one trial 0.998, with drift 1.053
  N return removed: kappa/RTA 0.981; axis spread 0.0009
diamond at 854 K, kT/(hbar w_opt) 0.381
  kappa RTA 488.7, full 581.0 W/(m K), full/RTA 1.189
  N share: all collisions 0.743, heat-weighted 0.698
  return overlap r: N -0.051, U 0.059
  lower bounds/RTA: one trial 0.992, with drift 1.050
  N return removed: kappa/RTA 0.984; axis spread 0.0009
Change of full/RTA from Si 300 K to diamond 300 K, in two steps:
  bonding first +0.157, then temperature +0.046
  temperature first -0.051, then bonding +0.254
Si 300 K, natural isotopes: kappa 120.9 W/(m K), change -7.6 %, full/RTA 1.023
Si 300 K, 1000 nm grains: kappa 111.2 W/(m K), change -15.0 %, full/RTA 1.033
Si full/RTA on 7^3 grid at 300 K and 105 K:
  same settings: 1.025 and 0.966
  smearing x2: 1.023 and 0.969
  zeta 1.5: 1.023 and 0.964
diamond 300 K, natural isotopes: kappa 2140.4 W/(m K), change -21.7 %, full/RTA 1.109
diamond 300 K, 1000 nm grains: kappa 1442.8 W/(m K), change -47.2 %, full/RTA 1.195
diamond full/RTA on 7^3 grid at 300 K and 854 K:
  same settings: 1.278 and 1.203
  smearing x2: 1.210 and 1.165
  zeta 1.5: 1.285 and 1.200
\end{verbatim}
